# Fundamental gap, optical gap and electron-hole binding in Si5H12

## Problem

Neopentasilane, Si(SiH3)4, is a hydrogen-terminated silicon cluster whose central atom has four silicon neighbours, as in the bulk crystal. Take the tetrahedral, staggered geometry with Si-Si bonds of 2.35 Å and Si-H bonds of 1.48 Å, and keep the nuclei fixed. With \(E(M)\) the energy of the cluster with \(M\) electrons, and \(N\) the neutral number, define

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),\qquad G=I-A .
\]

\(G\) is the fundamental gap: the cost of making a separated hole and electron on two distant copies of the cluster. Let \(w\) be the lowest singlet excitation energy of one neutral cluster.

1. Estimate the binding \(B=G-w\) by scaling.
2. Compute \(G\) from separately converged Hartree-Fock energies (delta-SCF) and \(w\) from configuration interaction in singles (CIS), both in the 6-31G* basis. Resolve \(B\) into its physical parts, and find the condition for \(B>0\).
3. Decide what survives when the basis lets the extra electron leave the cluster.

Algebra is in atomic units, numbers are in eV and Å.

## First estimate by scaling

In the separated pair the electron and hole do not interact. In the excited cluster they share a volume of radius \(\mathcal R\), so their attraction is of order \(1/\mathcal R\). To fix the prefactor, spread each charge uniformly over a ball of radius \(\mathcal R\). The potential of a unit charge inside its own ball is

\[
V(r)=\frac{3\mathcal R^2-r^2}{2\mathcal R^3}.
\]

The other charge samples the mean of this potential. Since \(\langle r^2\rangle=\tfrac35\mathcal R^2\) in a uniform ball,

\[
D_{\rm est}=\frac{3-\tfrac35}{2\mathcal R}=\frac{6}{5\mathcal R}.
\]

The outermost hydrogen nuclei lie 3.17 Å from the centre. With \(e^2/4\pi\varepsilon_0=14.4\) eV Å,

\[
D_{\rm est}=\frac{1.2\times14.4}{3.17}\approx5.5\ \text{eV}.
\]

If nothing else matters, \(B\approx5.5\) eV. The estimate ignores exchange, the rearrangement of the other electrons, and the possibility that the anion does not hold its electron.

## Solution within Hartree-Fock and CIS

### The gap with frozen orbitals

Let the neutral ground state be a closed-shell determinant of real orbitals. Label occupied orbitals \(i,j\) and empty ones \(a,b\), and write

\[
(pq|rs)=\iint\frac{\phi_p(1)\phi_q(1)\,\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2 .
\]

The orbital energies are

\[
e_p=h_{pp}+\sum_j\left[2(pp|jj)-(pj|pj)\right].
\]

Remove one electron from the highest occupied orbital \(H\) without changing any orbital. The energy loses \(h_{HH}\) and the interaction of that electron with all others. The sum in \(e_H\) is this interaction: its term \(j=H\) is \(2(HH|HH)-(HH|HH)=(HH|HH)\), the repulsion from the partner of opposite spin, with no self-interaction left. The energy therefore changes by \(-e_H\). Adding an electron to the lowest empty orbital \(L\) changes it by \(+e_L\). Hence

\[
G_{\rm f}=e_L-e_H .
\]

When the orbitals of each ion are then optimised, its energy can only fall below that of the frozen determinant, provided the minimum is found. Both ionic energies enter \(G=E(N-1)+E(N+1)-2E(N)\) with a plus sign, so

\[
G=G_{\rm f}-R,\qquad R\ge0 ,
\]

where \(R\) is the sum of the two relaxation energies.

### One excited configuration

Remove an electron from \(i\), at cost \(-e_i\), and put one into \(a\). The energy \(e_a\) counts interactions with all \(N\) original electrons, so the interaction with the missing one must be subtracted. It is \((ii|aa)-(ia|ia)\) for equal spins and \((ii|aa)\) for opposite spins.

If the electron keeps its spin, the determinant has energy

\[
E_{\rm m}-E_0=e_a-e_i-(ii|aa)+(ia|ia).
\]

If its spin is flipped, the determinant is a pure triplet with

\[
E_T-E_0=e_a-e_i-(ii|aa).
\]

The two spin-conserving determinants (spin up or spin down excited) combine with equal weights into one singlet and one triplet. Each therefore has the mean energy \(E_{\rm m}=(E_S+E_T)/2\), and

\[
E_S-E_0=2E_{\rm m}-E_T-E_0=e_a-e_i-(ii|aa)+2(ia|ia).
\]

### Mixing the configurations

Consider spin-conserving determinants \(i\to a\) and \(j\to b\) with \(i\ne j\), \(a\ne b\) and the same spin. They differ in two places: \(a\) against \(i\), and \(j\) against \(b\). The Hamiltonian element is the direct minus the exchanged integral,

\[
(ai|jb)-(ab|ji)=(ia|jb)-(ij|ab).
\]

For opposite spins the exchanged integral vanishes and \((ia|jb)\) remains.

If \(i=j\) but \(a\ne b\), the element is the Fock element \(F_{ab}\) minus the contribution of the missing electron, \((ii|ab)-(ia|ib)\). If \(a=b\) but \(i\ne j\), reordering the orbitals gives a minus sign, and the element is \(-[F_{ij}+(ij|aa)-(ia|ja)]\). Off-diagonal Fock elements vanish for converged canonical orbitals, so both cases follow the same formula.

The singlet is the sum of the spin-up and spin-down excitations divided by \(\sqrt2\). Its matrix element is half of two equal-spin and two opposite-spin elements:

\[
M_{ia,jb}=\delta_{ij}\delta_{ab}(e_a-e_i)-(ij|ab)+2(ia|jb).
\]

The element between the ground determinant and a singlet excitation is \(\sqrt2F_{ia}=0\), so the ground state does not mix in. The lowest eigenvalue of \(M\) is \(w\).

### The balance of energies

Let \(c_{ia}\) be the normalised lowest eigenvector. It defines an electron-hole amplitude

\[
\Psi(\mathbf r_e,\mathbf r_h)=\sum_{ia}c_{ia}\,\phi_a(\mathbf r_e)\phi_i(\mathbf r_h),\qquad
\iint|\Psi|^2=\sum_{ia}c_{ia}^2=1 .
\]

Expanding the square gives

\[
D\equiv\sum_{ia,jb}c_{ia}c_{jb}(ij|ab)=\iint\frac{|\Psi(\mathbf r_e,\mathbf r_h)|^2}{|\mathbf r_e-\mathbf r_h|}\,d\mathbf r_e\,d\mathbf r_h>0 .
\]

\(D\) is thus the mean Coulomb attraction of electron and hole. The other two-electron term is

\[
X\equiv\sum_{ia,jb}c_{ia}c_{jb}(ia|jb)=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad \rho(\mathbf r)=\Psi(\mathbf r,\mathbf r).
\]

In Fourier space this is an integral of \(4\pi|\rho_{\mathbf k}|^2/k^2\), so \(X\ge0\). It is the Coulomb interaction of the transition density with itself, twice the electrostatic energy of that density, and it opposes binding.

Finally, let

\[
P=\sum_{ia}c_{ia}^2(e_a-e_i)-G_{\rm f}.
\]

No orbital difference is smaller than \(e_L-e_H\), so \(P\ge0\). This is the price of building the amplitude from orbitals beyond the two edges. Taking the expectation value of \(M\),

\[
w=G_{\rm f}+P-D+2X .
\]

Subtracting this from \(G=G_{\rm f}-R\) gives

\[
\boxed{B=G-w=D-2X-P-R}
\]

Attraction alone does not guarantee \(B>0\). At this level of theory the condition is

\[
D>2X+P+R .
\]

The two sides of \(G-w\) are not treated alike. The ions relax, whereas the excited state keeps the ground-state orbitals. The term \(-R\) records the ionic relaxation, and nothing in CIS offsets it.

### Numbers in 6-31G*

The silicon cores are frozen after the neutral calculation and the Coulomb integrals are density-fitted. Against all-electron calculations with unfitted integrals, these two steps together change \(I\), \(A\) and \(w\) by at most 0.004 eV in disilane in the same basis. For Si5H12 the frozen cores in both basis sets come from the neutral calculation with the diffuse shells introduced below.

The highest occupied level is threefold degenerate, so the starting hole has a direction. Started along a bond, the cation converges 0.20 eV lower than when started along a cube axis. The lower solution is used; it is the lower of the two found, not a proven global minimum. The anion was started only from the lowest empty level. A lower solution for either ion would reduce \(G\). The d shells have five components. The digits below belong to this basis and are not converged with respect to it: a second, softer d shell on silicon lowers \(w\) by about 0.3 eV, as described below. The results are

\[
I=9.02,\qquad A=-2.83,\qquad G=9.02+2.83=11.85,\qquad w=7.59\ \text{eV},
\]

so \(B=4.26\) eV. The parts are \(D=7.12\), \(X=0.32\), \(P=0.65\) and \(R=1.56\) eV, and

\[
B=7.12-0.65-0.65-1.56=4.26\ \text{eV},
\]

where the first 0.65 is \(2X\). The fundamental gap exceeds the excitation energy because the attraction outweighs the three opposing terms, which total 2.86 eV.

The integral form of \(D\) and \(X\) was tested on silane, SiH4, by real-space quadrature over \(\Psi\), in the basis with the diffuse shells introduced below. It gave \(D=5.304\) eV, as the orbital integrals did, and \(X=0.186\) against 0.185 eV.

### Which excitation is the optical gap?

The lowest singlet level is threefold degenerate and its summed oscillator strength is zero to four decimals. It is dark for electric-dipole absorption with fixed nuclei. The first root with an oscillator strength above 0.003 lies at 8.23 eV. If the optical gap means the onset of dipole absorption, the binding is

\[
11.85-8.23=3.62\ \text{eV}.
\]

The ordering of the gaps is the same under either definition.

## When the extra electron can leave

The negative affinity is a warning. The anion lies 2.83 eV above the neutral cluster, yet the compact basis has no functions through which its electron could escape. The basis acts as a box and inflates \(G\).

In a complete basis, the extra electron can be put in a broad wave packet far away, with arbitrarily small kinetic energy and interaction. The lowest energy of the \((N+1)\)-electron system therefore cannot exceed \(E(N)\), so \(A\ge0\). If no bound anion exists, then

\[
A\to0,\qquad G\to I,\qquad B\to I-w .
\]

The surviving statement is that the excitation lies below the ionisation threshold. For exact energies \(w\le I\) always holds, because an electron of the neutral cluster can also be taken far away, at cost \(I\), with the total spin kept singlet. What a calculation adds is the size of the margin. If a bound anion did exist, the condition for binding would be \(A<I-w\).

Adding two diffuse s and two diffuse p shells on the central atom, with exponents 0.03 and 0.01 bohr\(^{-2}\), shows the trend. The geometry and the method are unchanged.

| Quantity (eV) | 6-31G* | with diffuse shells |
|---|---:|---:|
| \(I\) | 9.02 | 9.04 |
| \(A\) | −2.83 | −0.66 |
| \(G\) | 11.85 | 9.69 |
| \(w\) | 7.59 | 7.56 |
| \(B=G-w\) | 4.26 | 2.13 |
| \(I-w\) | 1.43 | 1.47 |

The gap falls by 2.16 eV, almost wholly through the affinity, while \(I\) and \(w\) each move by less than 0.03 eV. About half of the binding found in the compact basis has gone. With the larger basis the balance reads

\[
B=6.95-0.61-2.92-1.28\approx2.13\ \text{eV},
\]

with the last digit affected by rounding.

The attraction has hardly changed. What has grown is \(P\), from 0.65 to 2.92 eV, because the frozen-orbital gap has dropped from 13.41 to 10.98 eV while the mean orbital step in the excitation has stayed near 14 eV. The new low-lying orbital lowers the energy of the anion, but the excited electron makes little use of it.

The value \(A=-0.66\) eV is still a basis-set value. If the anion is unbound, the limiting binding is \(I-w\), which is about 1.5 eV in this basis but is not converged. Adding one more d shell of exponent 0.12 bohr\(^{-2}\) on every silicon atom leaves \(I\) almost unchanged at 9.01 eV, lowers \(w\) to 7.27 eV and raises the margin to 1.74 eV; \(D\) rises to 7.4 eV. The outer silicon and hydrogen atoms still carry no diffuse s or p functions. The margin is therefore uncertain by at least 0.3 eV from the basis alone. The margin also compares a relaxed ion with an unrelaxed excitation. With frozen orbitals in both, the threshold is \(-e_H\) and the margin in 6-31G* would be 2.7 eV. For the first bright root in the larger basis, at 7.97 eV, the corresponding margin is 1.07 eV. That root fell by 0.26 eV when the diffuse shells were added and by a further 0.10 eV with the softer d shell, so its margin is not settled either.

## Comparison with the estimate

The scaling argument gave \(D_{\rm est}=5.5\) eV; the computed attraction in 6-31G* is 7.1 eV, about 30% larger than the estimate. The effective distance \(1/D\) is 2.02 Å. Uniform balls with the same attraction would have radius \(1.2\times2.02=2.4\) Å, close to the Si-Si bond length and well inside the hydrogen shell. This radius is not the real extent of the charges. In the lowest singlet the root-mean-square distance from the centre is 2.6 Å for the electron and 2.2 Å for the hole, against 1.9 Å for such a ball. The ball of radius 3.17 Å used in the estimate has 2.5 Å, so only the hole is somewhat more compact than assumed. The actual electron and hole densities, taken as independent, attract each other by about 6.3 eV; the remaining 0.8 eV comes from their correlation in position.

As an estimate of \(B\), 5.5 eV is less useful. It is 1.2 eV above the compact-basis value and three to four times \(I-w\). For this cluster scaling gives the rough size of the attraction, but not the cost of promotion and relaxation, nor the fate of the unbound electron. The agreement does not confirm the \(1/\mathcal R\) law at this size: for silane, with \(\mathcal R=1.48\) Å, the same formula gives 11.7 eV, whereas \(D\) in 6-31G* is 7.6 eV. The law presumes that the cluster confines both charges. It fails once the dot is larger than the natural size of the bound pair, and in a larger dot the polarisation of the silicon itself must be included.

## Correlation, surroundings and real dots

Hartree-Fock and CIS omit most electron correlation. Its size can be judged on disilane, Si2H6, in 6-31G*, by comparison with equation-of-motion coupled cluster with single and double excitations, itself an approximation. There \(I\) rises from 9.75 to 10.19 eV and \(A\) from −3.50 to −3.06 eV, so the gap stays at 13.25 to 13.26 eV. The excitation, computed as a single root started from the CIS state, falls from 8.53 to 8.14 eV. Consequently \(G-w\) grows by 0.39 eV and \(I-w\) by 0.84 eV. These shifts are not corrections for Si5H12. They suggest that its energies are uncertain by at least several tenths of an eV. In the smaller molecule, correlation at this level strengthens the binding.

Silicon nanocrystals a few nanometres across can emit in the red or near infrared. This cluster measures about 0.6 nm between opposite outer hydrogens, and its lowest singlet corresponds to about 160 nm, in the vacuum ultraviolet. It is a molecular limit of such a dot, not a model of its colour. The thermal energy at 300 K, 0.026 eV, is far below the computed bindings.

An embedded dot also breaks the assumption of vacuum outside. Suppose each ion is a charged sphere of radius \(\mathcal R\) in a host of relative permittivity \(\varepsilon\). The field energy outside falls from \(1/(2\mathcal R)\) to \(1/(2\varepsilon\mathcal R)\). Both ions gain, so the gap is lowered by

\[
\Delta G=\left(1-\frac1\varepsilon\right)\frac1{\mathcal R}.
\]

For a silica-like optical permittivity of roughly 2.1 and \(\mathcal R=3.17\) Å this is 2.4 eV, while the neutral excitation has no net charge and is unchanged at this order. The model needs both charges inside \(\mathcal R\). This fails for the anion with diffuse functions, whose added orbital lies almost wholly outside, so the full shift cannot be set against the 2.13 eV binding. The cation's half of the shift, about 1.2 eV, is by itself comparable with \(I-w\). A continuum sphere is a crude picture at this size, and it ignores the electronic levels of the host. It is enough to show that the vacuum binding cannot be carried over to an embedded dot: there, the charged states and the excitation must be computed with the host included.

The remaining values are in the numerical output below.

## Numbers as computed

```
Si-Si bond (chosen): 2.35 angstrom
Si-H bond (chosen): 1.48 angstrom
diffuse s and p exponents: 0.03 0.01 bohr^-2
Si5H12, 6-31G*: 114 basis functions
  ionisation energy I: 9.019 eV
  electron affinity A: -2.832 eV
  fundamental gap G: 11.850 eV
  lowest singlet w: 7.588 eV
  binding B = G - w: 4.262 eV
  frozen-orbital gap: 13.411 eV
  attraction D: 7.120 eV
  exchange X: 0.324 eV
  promotion P: 0.649 eV
  relaxation R: 1.561 eV
  first bright singlet: 8.226 eV
  I - w (free-electron limit): 1.430 eV
  effective distance 1/D: 2.02 angstrom
  degeneracy of w: 3, summed f: 0.0000
  wavelength of w: 163.4 nm
Si5H12, 6-31G* + diffuse: 122 basis functions
  ionisation energy I: 9.036 eV
  electron affinity A: -0.656 eV
  fundamental gap G: 9.692 eV
  lowest singlet w: 7.563 eV
  binding B = G - w: 2.129 eV
  frozen-orbital gap: 10.975 eV
  attraction D: 6.947 eV
  exchange X: 0.307 eV
  promotion P: 2.921 eV
  relaxation R: 1.283 eV
  first bright singlet: 7.969 eV
  I - w (free-electron limit): 1.473 eV
  effective distance 1/D: 2.07 angstrom
  degeneracy of w: 3, summed f: 0.0000
  wavelength of w: 163.9 nm
degeneracy of HOMO, LUMO (6-31G*): 3 2
cation energy, cube-axis minus bond-axis start: 0.1985 eV
silane D: integrals: 5.304 eV
silane D: quadrature: 5.304 eV
silane X: integrals: 0.185 eV
silane X: quadrature: 0.186 eV
fitting + frozen-core error, silane + diffuse: 0.0007 eV
fitting + frozen-core error, disilane: 0.0037 eV
disilane, 6-31G* [eV]: I, A, G, w, G-w, I-w
  SCF/CIS: 9.753 -3.503 13.256 8.533 4.723 1.220
  EOM-CCSD: 10.193 -3.058 13.252 8.135 5.116 2.058
sphere radius (outermost H): 3.17 angstrom
host permittivity (rough): 2.1 (relative)
gap lowering by host, estimate: 2.38 eV
thermal energy at 300 K: 0.0259 eV
```
